Adiabatic and isothermal inverse susceptibilities of a Landau ferroelectric

A ferroelectric film can be probed slowly, so that it stays at the temperature of its surroundings, or so fast that no heat leaves it. The two measurements need not give the same susceptibility. This problem finds the difference, asks when it disappears, and estimates it for a 10 nm memory capacitor.

**Setting.** The film is uniform, with a single domain and polarization P along one axis. P is the full polarization, so the displacement is D = ε0E + P, where E is the macroscopic field in the film. The free energy per volume is f(P,T), with

df = −s dT + E dP,

where s is the entropy per volume. Hence E = (∂f/∂P)_T and s = −(∂f/∂T)_P. The susceptibility χ = ∂P/∂E carries units, and the relative permittivity is 1 + χ/ε0. Subscripts T and S on χ mean constant temperature and constant entropy. Mechanical conditions are the same in all derivatives. The states considered are locally stable: 1/χ_T > 0, and the heat capacity per volume at constant polarization, c_P = T(∂s/∂T)_P, is positive.

**(a) For a general f(P,T), express 1/χ_S − 1/χ_T through the temperature dependence of the field.**

Solution. Regard E as a function of P and T. Along a path of constant entropy T changes with P, so the chain rule gives

(∂E/∂P)_S = (∂E/∂P)_T + (∂E/∂T)_P (∂T/∂P)_S.

The first two derivatives are 1/χ_S and 1/χ_T. For the last factor, set the entropy change to zero:

0 = (∂s/∂P)_T dP + (∂s/∂T)_P dT.

Here (∂s/∂T)_P = c_P/T. The mixed second derivatives of f are equal, which gives the Maxwell relation

(∂s/∂P)_T = −∂²f/∂P∂T = −(∂E/∂T)_P.

Therefore

(∂T/∂P)_S = (T/c_P)(∂E/∂T)_P,

and

1/χ_S − 1/χ_T = (T/c_P) [(∂E/∂T)_P]².

Since the right side is a square times a positive factor, χ_S ≤ χ_T. Equality requires that the field needed to hold P does not change, to first order, with temperature.

**(b) Evaluate this for the Landau free energy**

f = f0(T) + ½a0(T−T0)P² + ¼bP⁴ + (1/6)gP⁶,

**with a0 > 0 and with a0, b and g independent of temperature.**

Solution. Differentiation with respect to P gives

E = a0(T−T0)P + bP³ + gP⁵,

1/χ_T = a0(T−T0) + 3bP² + 5gP⁴,

(∂E/∂T)_P = a0P.

Insertion into the result of (a) gives the difference, called Δ from here on:

Δ = 1/χ_S − 1/χ_T = T a0² P² / c_P.

The polarization-dependent part of f is linear in T, so its second temperature derivative is zero and c_P = −T f0''(T) does not depend on P.

The entropy is s = −f0'(T) − ½a0P². Raising the magnitude of P lowers the polarization part of the entropy. If no heat can leave, the lattice part must rise by the same amount and the film warms. Since (∂E/∂T)_P = a0P, a warmer film needs a larger field component along P to hold the same P, so it is stiffer.

If b or g depends on temperature, the square in (a) must contain a0P + b'P³ + g'P⁵ instead of a0P, and c_P acquires a dependence on P when b or g has curvature in T.

**(c) Show that the difference vanishes in the paraelectric phase at zero field. What happens under a bias?**

Solution. At E = 0 the field equation reads

P [a0(T−T0) + bP² + gP⁴] = 0.

The paraelectric phase is the root P = 0, which is stable for T > T0 because there 1/χ_T = a0(T−T0) > 0. With P = 0,

Δ = 0, so 1/χ_S = 1/χ_T = a0(T−T0).

The two inverse susceptibilities are equal and finite. The reason is symmetry: f is even in P, so E and (∂E/∂T)_P are odd in P and vanish at P = 0. This holds for temperature-dependent b and g as well. A small field then changes the temperature at order P², which does not enter the linear response.

A bias field removes the equality. For weak bias P ≈ E/[a0(T−T0)], and

Δ ≈ (T a0²/c_P) · E²/[a0²(T−T0)²] = T E²/[c_P(T−T0)²].

For g = 0 this requires |b|P² ≪ a0(T−T0).

The evenness of f matters. Suppose asymmetric electrodes add a term −E_i(T)P to f. Then (∂E/∂T)_P = a0P − E_i'(T), and the difference at zero applied field is in general not zero.

**(d) Relate the ratio of the two susceptibilities to heat capacities.**

Solution. Let c_E = T(∂s/∂T)_E be the heat capacity per volume at constant field. With s a function of P and T,

c_E = c_P + T(∂s/∂P)_T (∂P/∂T)_E.

At constant E, 0 = (1/χ_T)dP + (∂E/∂T)_P dT, so (∂P/∂T)_E = −χ_T(∂E/∂T)_P. With the Maxwell relation the two minus signs cancel:

c_E = c_P + Tχ_T[(∂E/∂T)_P]² = c_P(1 + χ_TΔ).

Since 1 + χ_TΔ = χ_T/χ_S,

χ_T/χ_S = c_E/c_P.

The difference can therefore be read as a calorimetric quantity: it is present when part of the heat supplied at constant field goes into changing the polarization.

**(e) How does Δ behave as the transition is approached from the polar phase at zero field?**

Solution. Take first a continuous transition, with b > 0 and g = 0. The polar root is P² = a0(T0−T)/b, and

1/χ_T = −a0(T0−T) + 3a0(T0−T) = 2a0(T0−T),

Δ = T a0³(T0−T)/(b c_P),

Δ/(1/χ_T) = T a0²/(2b c_P).

Δ goes to zero at T0, so it is continuous there. The fractional difference stays finite just below T0 and is zero above it. By (d), it equals (c_E − c_P)/c_P, so just below T0 it is the mean-field jump of c_E divided by c_P.

For a first-order transition, b < 0 and g > 0. Write a = a0(T−T0). At the transition temperature T_c the polar state has zero field and the same free energy as P = 0:

a + bP² + gP⁴ = 0,

a + ½bP² + (1/3)gP⁴ = 0,

where the second line is the free-energy condition multiplied by 2/P². Subtraction gives ½bP² + (2/3)gP⁴ = 0, hence

P² = −3b/(4g), a0(T_c−T0) = −bP² − gP⁴ = 3b²/(16g).

Now P² is finite on the polar side, and Δ itself drops from T_c a0²·3|b|/(4g c_P) to zero.

**(f) Evaluate the results for a film in the regime of ferroelectric hafnium zirconium oxide.** Use the continuous model (g = 0) with rough inputs: P = 20 µC/cm² at zero field and 300 K, isothermal relative permittivity 30, and T0 = 700 K. For the lattice take Einstein oscillators, f0 = C T ln(1−e^(−θ/T)), with C = 3.6 J/(cm³ K) and θ = 500 K.

Solution. The product of 1 MV/cm and 1 µC/cm² is 1 J/cm³, so these units need no conversion factors. In them ε0 = 0.08854 µC/cm² per MV/cm.

With x = θ/T, the lattice entropy is

−f0' = C[−ln(1−e^(−x)) + x/(e^x−1)].

Its derivative with respect to x is −C x e^x/(e^x−1)², because the other two terms cancel. Since T d/dT = −x d/dx,

c_P = C x² e^x/(e^x−1)²,

which is 2.871 J/(cm³ K) at 300 K and 3.485 J/(cm³ K) at 800 K.

The permittivity fixes the isothermal stiffness:

1/χ_T = 1/(0.08854 × 29) = 0.3895 MV cm/µC.

By (e) this equals 2a0 × 400 K, and b follows from P² = a0(T0−T)/b:

a0 = 0.3895/800 = 4.868×10⁻⁴ MV cm/(µC K),

b = 4.868×10⁻⁴ × 400/20² = 4.868×10⁻⁴ MV cm⁵/µC³.

The equal numerical values arise because T0−T and P² are both 400 in these units. Then

Δ = 300 × (4.868×10⁻⁴)² × 20²/2.871 = 0.0099 MV cm/µC,

1/χ_S = 0.3994 MV cm/µC.

The adiabatic inverse susceptibility is 2.5 % larger than the isothermal one, and the relative permittivity falls from 30 to 29.3. The heating behind this is

(∂T/∂P)_S = T a0P/c_P = 1.02 K per µC/cm²,

or, after multiplication by χ_S, 2.5 K per MV/cm for a small field change.

At 800 K without field, P = 0 and both inverse susceptibilities are 0.0487 MV cm/µC. This is a relative permittivity of about 230, far above the few tens typical of the nonpolar phases of this oxide, so the 800 K numbers illustrate the model and do not describe a real film. A numerical derivative of E along a path of constant entropy, with polarization steps h = 10⁻⁷ µC/cm², leaves a difference of 3×10⁻¹⁹ MV cm/µC. This is the expected step error: the film warms by T a0h²/(2c_P), which changes E/h by T a0²h²/(2c_P) ≈ 3×10⁻¹⁹ MV cm/µC. It vanishes as h goes to zero.

At 800 K under 1 MV/cm, the field equation gives P = 10.13 µC/cm². Then 1/χ_T = 0.199 MV cm/µC and

Δ = 800 × (4.868×10⁻⁴)² × 10.13²/3.485 = 0.0056 MV cm/µC,

or 2.8 % of 1/χ_T. The weak-bias formula would give 800/(3.485 × 100²) = 0.023 MV cm/µC, four times too much, because bP² = 0.050 MV cm/µC is here as large as a0(T−T0) = 0.049 MV cm/µC.

At 0.01 K below T0, Δ has fallen to 4.8×10⁻⁷ MV cm/µC, while the fractional difference is 4.9 %. It is larger than at 300 K because T/c_P has grown.

**(g) At what frequency does the 10 nm film respond adiabatically?** Let the electrodes be heat baths at temperature T, with a boundary resistance R = 10⁻⁴ cm² K/W at each face and a film conductivity κ = 0.01 W/(cm K), both rough.

Solution. Let the excess temperature θ₁ relax with a single time τ. Part (b) gives T ds = c_P dT − T a0P dP. For small oscillations proportional to e^(iωt), the heat balance is

iωc_Pθ₁ − iωT a0P δP = −c_Pθ₁/τ,

θ₁ = (T a0P/c_P) · iωτ/(1+iωτ) · δP.

The field is δE = δP/χ_T + a0Pθ₁, so

δE/δP = 1/χ_T + Δ · iωτ/(1+iωτ).

The limits ωτ ≪ 1 and ωτ ≫ 1 give the isothermal and adiabatic values. The in-phase part contains the share ω²τ²/(1+ω²τ²) of Δ. The imaginary part, Δ ωτ/(1+ω²τ²), is a loss caused by heat flow and is largest at ωτ = 1.

If the faces limit the cooling, the heat capacity per area c_Pd discharges through two resistances in parallel:

τ_face = c_PdR/2 = 2.871 × 10⁻⁶ × 10⁻⁴/2 s = 144 ps.

If diffusion limits it, the slowest temperature profile that vanishes at both faces is sin(πz/d), which decays with

τ_in = c_Pd²/(π²κ) = 29 ps.

Their sum, 173 ps, is an estimate when both matter. A numerical solution of the heat equation gives 168 ps for the slowest mode, and the crossover lies at

1/(2πτ) = 0.95 GHz.

At 1 MHz the share of Δ in the in-phase response is 1.1×10⁻⁶, so in this model an ordinary capacitance measurement on such a film is isothermal. The tiny number relies on electrodes that stay exactly at T. In a real device the surroundings warm too. If each face leads, through the same R, into a thick body of silicon or silica (conductivity 1.4 or 0.014 W/(cm K), heat capacity 1.65 J/(cm³ K), heat flow along the film normal), the share at 1 MHz is about 0.2 % or 2 %. The measurement is then still nearly isothermal, but far less perfectly so. The crossover moves too: half of Δ appears in phase at about 0.9 GHz with silicon and 0.5 GHz with silica. If heat leaves through one face only, these become about 0.4 and 0.2 GHz, and the share at 1 MHz doubles. At 10 GHz the single-time formula gives 99 %. That figure is only indicative, since faster thermal modes near the faces are left out. The formula also assumes that the polarization itself follows the field without delay.

**(h) How far can the 2.5 % be trusted for a real film?**

Solution. The polarization and permittivity are of the usual size for this material. The model's intrinsic coercive field is the extremum of E(P), at one third of the zero-field P²:

E_co = [2/(3√3)] × 0.1947 × 20 = 1.5 MV/cm,

where 0.1947 MV cm/µC is a0(T0−T). Measured coercive fields are roughly 1 MV/cm, although real switching proceeds through domains, which the model lacks. The transition temperature depends on composition, thickness and strain, so 700 K is an assumption, and the result is sensitive to it. In the continuous model with P, χ_T and c_P at 300 K held fixed, Δ is proportional to 1/(T0 − 300 K)²: T0 = 500 K would give 10 % of 1/χ_T, and T0 = 1100 K only 0.6 %.

A second large uncertainty is the order of the transition, which the 300 K inputs do not determine either. Keep P, χ_T and c_P at 300 K and the transition at 700 K, but choose a first-order model with −b = ½gP² at P = 20 µC/cm². Put G = gP⁴ at this P. The zero-field condition gives a = −bP² − G = −½G at 300 K, and then

1/χ_T = a + 3bP² + 5G = 3G, so G = 0.1298 MV cm/µC.

At 700 K, part (e) gives a = 3b²/(16g) = (3/64)G. Hence

a0 = (3/64 + 1/2)G/400 = 1.775×10⁻⁴ MV cm/(µC K).

Because Δ is proportional to a0² at fixed T, P and c_P, it falls to 0.0013 MV cm/µC, or 0.3 % of 1/χ_T. The ratio −b/(gP²) = ½ is a choice: values from 0 to 1 would give 0.6 % down to 0.09 %. With the ratio ½, P is 12.2 µC/cm² just before the transition, and Δ jumps there from 0.00096 MV cm/µC to zero.

The pyroelectric coefficient points the same way. By (d), (∂P/∂T)_E = −χ_Ta0P, which is −0.025 µC/(cm² K) in the continuous model. Measured magnitudes are, roughly, 0.005 µC/(cm² K). At fixed T, χ_T and c_P, Δ scales as the square of this coefficient, so the measured size suggests about 1/25 of the value in (f), near 0.1 % of 1/χ_T. The 2.5 % is therefore a property of the continuous model with T0 = 700 K, and probably too large for films whose pyroelectric coefficient has this measured size.

For the inputs chosen below, the other corrections are smaller. They are estimated for the continuous model at 300 K unless stated otherwise.

Incomplete screening: let the two electrodes together act as an effective vacuum gap λ = 0.02 nm. At zero voltage, Ed + Dλ/ε0 = 0, so E = −kP with

k = λ/[ε0(d+λ)] = 0.0225 MV cm/µC.

The condition −a0(T0−T) + bP² = −k lowers P², and with it Δ, by the fraction k/[a0(T0−T)] = 12 %. The isothermal stiffness of the whole capacitor, 1/χ_T + k = 2[a0(T0−T) − k], falls by the same fraction, so relative to it the difference remains 2.5 %. That ratio does not depend on λ, but the loss of Δ does: it is 57 % at λ = 0.1 nm, and the uniform polar state of the model disappears near λ = 0.175 nm.

Clamping: consider one strain component equal to QP² + α(T−T_ref) + σ/Y, where σ is stress, Q electrostriction, α thermal expansion and Y the elastic modulus. The field then contains −2QσP. At fixed strain and P, ∂σ/∂T = −αY, so a0 changes by 2QαY. With rough magnitudes 0.03 m⁴/C², 6×10⁻⁶ /K and 200 GPa, Δ changes by about 3 %, in a direction set by the sign of Qα. A film held in both in-plane directions, with the same Q and α for each and a Poisson ratio of 0.3, would see a change of 8 to 9 %. The relative change scales roughly as 1/a0. For the biaxial case it is 22 to 25 % in the first-order model above, and about 40 to 45 % for the a0 that matches a pyroelectric coefficient of 0.005 µC/(cm² K).

Temperature of use: at 358 K, Δ is 0.0095 MV cm/µC, about 5 % below its 300 K value. Since 1/χ_T falls faster, the fractional difference rises from 2.5 % to 2.8 %.

High field: the 1 MV/cm bias at 800 K is one quarter of a rough breakdown field of 4 MV/cm. A leakage current of 1 A/cm² at this bias would heat the film by JEτ/c_P ≈ 6×10⁻⁵ K above its electrodes, with τ and c_P taken at 300 K. In steady operation the electrodes warm too: the same 1 W/cm² flowing through 0.5 mm of silicon adds about 0.04 K with the room-temperature conductivity used in (g), and more at 800 K, where silicon conducts heat less well. Whether a real film at 800 K stays below that current, or keeps that breakdown field, is not established here.

Grain orientation and domain-wall motion are not included. The zero in (c) depends on none of these material values: a stable state with P = 0 and a free energy even in P are enough for it. The full numerical output follows.

Numbers as computed

```
Input polarization at 300 K: 20 uC/cm2
Input isothermal relative permittivity: 30
Input transition temperature: 700 K
Input high-T lattice heat capacity: 3.6 J/(cm3 K)
Input Einstein temperature: 500 K
Vacuum permittivity: 0.08854 uC/cm2 per MV/cm
a0: 0.0004868 MV cm/(uC K)
b: 0.0004868 MV cm5/uC3
Intrinsic coercive field, 300 K: 1.499 MV/cm
c_P, 300 K: 2.871 J/(cm3 K)
c_E, 300 K: 2.944 J/(cm3 K)
1/chi_T, 300 K: 0.38945 MV cm/uC
1/chi_S, 300 K: 0.39936 MV cm/uC
Difference, 300 K: 0.00991 MV cm/uC
Difference / (1/chi_T), 300 K: 2.544 %
Adiabatic relative permittivity: 29.28
dT/dP at constant entropy: 1.017 K per uC/cm2
dT/dE at constant entropy: 2.548 K per MV/cm
dP/dT at zero field: -0.025 uC/(cm2 K)
1/chi_T, 800 K, zero field: 0.04868 MV cm/uC
Difference, 800 K, zero field (residue): 3e-19 MV cm/uC
Bias field at 800 K: 1 MV/cm
c_P, 800 K: 3.485 J/(cm3 K)
Polarization, 800 K, biased: 10.13 uC/cm2
1/chi_T, 800 K, biased: 0.19867 MV cm/uC
Difference, 800 K, biased: 0.00559 MV cm/uC
Difference, 0.01 K below T0: 4.81e-07 MV cm/uC
Fractional difference there: 4.938 %
First-order model: a0: 0.0001775 MV cm/(uC K)
First-order model: b: -0.0001623 MV cm5/uC3
First-order model: g: 8.114e-07 MV cm9/uC5
First-order model: T0: 665.7 K
First-order model: difference, 300 K: 0.00132 MV cm/uC
First-order model: P at 700 K: 12.25 uC/cm2
First-order model: jump at 700 K: 0.00096 MV cm/uC
Film thickness: 10 nm
Input thermal conductivity: 0.01 W/(cm K)
Input boundary resistance per face: 0.0001 cm2 K/W
Interface cooling time: 143.5 ps
Internal diffusion time: 29.09 ps
Slowest thermal mode: 168.2 ps
Isothermal-adiabatic crossover: 0.9464 GHz
Adiabatic share at 1 MHz: 1.12e-06
Adiabatic share at 10 GHz: 0.9911
Input effective screening gap: 0.02 nm
Screening: change of difference: -11.58 %
Input electrostriction (magnitude): 0.03 m4/C2
Input thermal expansion: 6e-06 1/K
Input elastic modulus: 200 GPa
Clamping: size of change of difference: 2.98 %
Polarization, 358 K: 18.49 uC/cm2
Difference, 358 K: 0.00946 MV cm/uC
Input rough breakdown field: 4 MV/cm
Bias / breakdown field: 0.25
Input leakage allowance: 1 A/cm2
Leakage heating at the bias: 5.9e-05 K
```
